Electron-screening correction to Rutherford backscattering from the inner-atom potential shift

**1. Definitions and result**

A projectile of charge Z1 e, mass M1 and laboratory energy E_lab scatters elastically from a neutral atom of nuclear charge Z2 e and mass M2, initially at rest. Gaussian units are used, with e > 0. Define

g = M1/M2, μ = M1 M2/(M1+M2), E = E_lab/(1+g),

C = Z1 Z2 e², d = C/E, s = sin²(θ/2).

E is the energy of relative motion, μ the reduced mass, θ the centre-of-mass scattering angle, and b the impact parameter. The length d is the closest approach in a head-on Coulomb collision.

The atomic electrons have number density n(r), taken as spherical and static. Let

Φ(r) = ∫ n(r′)/|r−r′| d³r′, Φ0 = Φ(0) = Σ⟨1/r⟩, V1 = Z1 e² Φ0,

with the sum over all electrons. The projectile is a bare nucleus. Its potential energy is

V(r) = C/r − Z1 e² Φ(r),

which vanishes outside the neutral atom. The result to implement is

σ/σ_R = 1 − V1/E = 1 − V1(1+g)/E_lab, (1)

where σ is the differential cross-section and σ_R its Rutherford value. It is the leading order in 1/E at fixed angle, for V1 ≪ E and d much smaller than the inner-shell radius. For a given projectile and atom V1 is fixed, so the correction is inversely proportional to the projectile energy.

**2. Why the inner potential is a constant shift**

Poisson's equation for Φ is ∇²Φ = −4πn. For a spherical density that is finite at the nucleus, its solution near r = 0 is

Φ(r) = Φ0 − (2π/3) n(0) r² + …

There is no linear term. In the collision region, where r is comparable with d, the potential energy is therefore

V(r) ≈ C/r − V1. (2)

The electrons attract the projectile, so they lower its potential energy and raise its kinetic energy near the nucleus. The shift matters because it is absent far away. A constant added in all space would change no force and no cross-section.

**3. The Rutherford orbit**

For V = C/r the force is F = C r̂/r², and the angular momentum is L = μr² r̂×(dr̂/dt). Hence

d(p×L)/dt = F×L = μC r̂×(r̂×dr̂/dt) = −μC dr̂/dt,

because r̂ is perpendicular to dr̂/dt. The vector

A = p×L + μC r̂ (3)

is conserved. At closest approach p is perpendicular to r̂, so A points along r̂, the symmetry axis of the orbit.

Let the projectile arrive along +x, displaced by b in +y. Then p = (p,0), r̂ = (−1,0) and L_z = −bp, which gives

A = (−μC, bp²).

The symmetry axis is also the direction of the momentum change, (−sin(θ/2), cos(θ/2)). Comparing the ratios of components and using p² = 2μE,

tan(θ/2) = μC/(bp²) = C/(2Eb), or cot(θ/2) = 2Eb/C. (4)

The area πb² contains the orbits scattered through more than θ. Since ds = ½ sin θ dθ, the solid angle is dΩ = 2π sin θ dθ = 4π ds, and

dσ/dΩ = −(1/4) d(b²)/ds. (5)

Equation (4) gives b² = (C²/4E²)(1−s)/s, so that

σ_R = C²/(16E²s²).

**4. The shifted orbit and the single power of E′/E**

Inside the atom the projectile moves on a Coulomb orbit with energy

E′ = E + V1.

Let b′ be the impact parameter of this inner orbit. Angular momentum is conserved on the way in, so

b√(2μE) = b′√(2μE′), b′ = b√(E/E′).

Applying (4) to the inner orbit gives

cot(θ/2) = 2E′b′/C = 2b√(EE′)/C,

b² = [C²/(4EE′)] (1−s)/s.

With (5),

σ = C²/(16EE′s²) = σ_R E/(E+V1) = σ_R(1 − V1/E + …). (6)

This is (1). Replacing E by E+V1 in the Rutherford formula alone would give a factor (E/E′)², hence a correction −2V1/E. One power is returned because the attraction focuses the beam: an incident area πb² is compressed to πb′² = πb² E/E′ before the close collision.

**5. Bending in the outer atom**

Step (6) took the directions of the inner orbit's asymptotes as the directions outside the atom. The difference can be calculated. On each leg the electrons pull the projectile towards the nucleus. The component of this pull across the path is the radial force times b/r to leading order. Dividing the transverse impulse by the momentum, with dt = dr/v and pv = 2E, gives the bending angle

δ = (b/2E) ∫₀^∞ (1/r)(dV_el/dr) dr, V_el = −Z1 e² Φ.

If Q(r) electrons lie within r, then dV_el/dr = Z1 e² Q(r)/r². An electron at radius r_i contributes to Q only for r > r_i, and ∫ dr/r³ from r_i to infinity is 1/(2r_i²). Therefore

δ = b Z1 e² W/(4E), W = Σ⟨1/r²⟩.

Both legs reduce the repulsive deflection, so θ = θ_in − κb, where θ_in is the angle of the inner orbit and κ = Z1 e² W/(2E).

Write q = C/(2√(EE′)). The inner orbit has b_in(θ) = q cot(θ/2), with derivative −q/(2s). At a fixed final angle,

b = b_in(θ+κb) ≈ b_in(θ)[1 − κq/(2s)],

b² ≈ q²[(1−s)/s − K(1−s)/s²], K = κC/(2E) = Z1 e² C W/(4E²),

where κq has been replaced by its leading value K. Differentiating with (5) and dividing by σ_R,

σ/σ_R ≈ (E/E′)[1 − K(2/s − 1)].

With x = V1/E, and keeping terms up to second order in 1/E,

σ/σ_R ≈ 1 − x + x² − K(2/s − 1). (7)

Since K falls as 1/E², the outer bending leaves the leading correction unchanged at fixed angle. As θ goes to zero, 1/s grows and the expansion fails.

**6. A solvable atom**

Put all Z2 electrons on a shell of radius R. Inside, V = C/r − C/R; outside, V = 0. Thus V1 = C/R, and there is no force beyond the shell. The potential is continuous at R, so the momentum does not jump there.

Equation (3) holds inside. At entry r̂ = (−cos α, sin α), with sin α = b/R, and the momentum is still (p,0). Hence

A = (−μC cos α, bp² + μC b/R),

tan(θ/2) = C√(1−b²/R²)/[b(2E+V1)].

Square this, use tan²(θ/2) = s/(1−s) and C²/R² = V1², and collect b²:

b²[(2E+V1)²s + V1²(1−s)] = C²(1−s),

b² = C²(1−s)/D, D = V1² + 4E(E+V1)s.

Because D + (1−s)dD/ds = V1² + 4E(E+V1) = (2E+V1)², equation (5) gives

σ = C²(2E+V1)²/(4D²),

σ/σ_R = (1+x/2)²/[1+x+x²/(4s)]². (8)

This holds for classical orbits that enter the shell. Expanding the numerator as 1+x+x²/4 and the inverse square of the bracket as 1−2x+3x²−x²/(2s) gives

σ/σ_R = 1 − x + x²[5/4 − 1/(2s)] + …

The first-order term agrees with (1). The second-order term agrees with (7), because the shell has W = Z2/R² and hence K = x²/4.

**7. The value of V1**

The Thomas-Fermi model supplies a scaling rule. Its electrostatic potential is ψ = Z2 e φ/r, with density n = (2meψ)^(3/2)/(3π²ħ³), where m is the electron mass. Poisson's equation, (1/r)d²(rψ)/dr² = 4πen, becomes

d²φ/dX² = φ^(3/2)/√X, r = aX,

if a = ½(3π/4)^(2/3) a0 Z2^(−1/3) = 0.885 a0 Z2^(−1/3), with a0 = ħ²/(me²). The boundary conditions are φ(0) = 1 and φ → 0 at large X. Numerical integration, with the initial slope adjusted until φ decays, gives φ = 1 − 1.588X + … near the nucleus. The constant part of the electron potential is then Φ0 = 1.588 Z2/a, so

V1 = 48.8 eV × Z1 Z2^(4/3) (Thomas-Fermi). (9)

For He on Co, Z1 = 2 and Z2 = 27, this gives 7.91 keV.

A nonrelativistic, spherically averaged Hartree-Fock calculation of the Co atom in the def2-TZVP basis, with the occupation 3d⁹4s⁰, gives Φ0 = 122.3/a0 and V1 = 6.66 keV (1.07×10⁻¹⁵ J). The ground-state occupation 3d⁷4s² lowers Φ0 by about 0.3%. The Thomas-Fermi value is 19% higher than this reference. Its density diverges as r^(−3/2) at the nucleus, so W does not exist in that model and (7) cannot be used with it. The Hartree-Fock value is used below; it leaves out electron correlation, relativity and the solid.

**8. Laboratory angle and cross-section**

In the centre-of-mass frame the projectile's speed is 1/g times the speed of that frame in the laboratory. Adding the velocities gives tan θ_lab = sin θ/(cos θ + g), which rearranges to

sin(θ−θ_lab) = g sin θ_lab, θ = θ_lab + arcsin(g sin θ_lab),

where the second form is the unique solution for g < 1, the case treated here.

Let ρ = √(1−g² sin²θ_lab) = cos(θ−θ_lab). Then sin θ/sin θ_lab = ρ + g cos θ_lab and dθ/dθ_lab = (ρ + g cos θ_lab)/ρ. Their product is the Jacobian

J = dΩ/dΩ_lab = (ρ + g cos θ_lab)²/ρ, σ_lab = Jσ.

J multiplies the screened and Rutherford cross-sections alike, so σ/σ_R is the same in both frames at corresponding angles.

**9. Example: a 5 nm cobalt film**

Take 2.0 MeV He ions detected at θ_lab = 170°. With g = 0.0679,

E = 2.0 MeV/1.0679 = 1.873 MeV, θ = 170.7°, d = 41.5 fm.

The K-shell length a0/Z2 is 1960 fm, so the collision takes place deep inside the K shell. Between r = 0 and r = d the computed Φ falls by 0.014%. The leading correction is

V1/E = 6.656 keV/1872.8 keV = 0.355%.

The orbit can also be followed through the full Hartree-Fock potential. The angle is

θ = π − 2b∫ dr/[r²√(1−b²/r²−V/E)],

integrated numerically from the turning point to infinity; numerical differentiation with respect to b then gives the cross-section. At fixed laboratory angle the reductions are:

E_lab = 0.5 MeV: V1/E = 1.422%, orbit 1.436%
E_lab = 1.0 MeV: V1/E = 0.711%, orbit 0.714%
E_lab = 2.0 MeV: V1/E = 0.355%, orbit 0.356%
E_lab = 4.0 MeV: V1/E = 0.178%, orbit 0.178%

Between 1 and 4 MeV the orbit result varies as E_lab to the power −1.003.

The small excess over V1/E is the outer bending. At 2 MeV the reduction from (7) is x − x² + K(2/s−1). To four figures the orbit value is 0.3562% and x is 0.3554%; matching them gives K ≈ 2.0×10⁻⁵. The Hartree-Fock density has W ≈ 3450/a0², for which the definition of K in section 5 gives 1.97×10⁻⁵, in agreement. At θ = 90°, where 2/s−1 = 3, the same K predicts 0.360%, and the orbit calculation gives 0.360%. With this K the second-order terms in (7) become as large as x near θ = 12°. Equation (1) should be kept well above that angle in this example.

For the yield, s² = 0.987 and J = 0.871, so

σ_R,lab = 0.871 × (41.52 fm/4)²/0.987 = 95.1 fm²/sr = 0.951 barn/sr.

A rough density of 8.9 g/cm³ gives 4.55×10¹⁶ atoms/cm² in 5 nm. With singly charged ions in the beam and a 3 msr detector, the yield is

(6.24×10¹² ions/μC)(4.55×10¹⁶ cm⁻²)(0.951×10⁻²⁴ cm²/sr)(0.003 sr) ≈ 810 counts/μC.

Taken alone, the neglect of screening makes the assumed cross-section too large and the inferred thickness too small by 5 nm × 0.00355 = 0.018 nm. Section 10 describes effects of opposite sign. The relative counting noise 1/√N equals the correction at N = 1/0.00355² ≈ 7.9×10⁴ counts, or about 98 μC. For this film and detector, a much smaller charge leaves the correction below the noise.

**10. Use on real films and limits of the model**

The following estimates are for the 2 MeV example.

Electron response. The electrons are not static. If they adjusted fully to the combined nuclear charge, the energy gain would approach the difference between the Co atom and the 27-electron ion of nuclear charge 29, about 256.8 hartree in the spherically averaged Hartree-Fock model with the Co occupation, instead of Z1Φ0 = 244.6 hartree. This raises V1 by about 5.0%. The difference between the neutral Co and Cu atoms, 258.1 hartree or 5.5%, is larger because it includes the binding of two extra electrons.

Recoil. Equation (1) lets the electrons move with the recoiling nucleus. If they stayed at rest, the projectile would gain V1 in the laboratory frame and the correction would be V1/E_lab, which is 6.4% smaller than V1/E.

Relativity of the electrons. For a hydrogen-like K shell, ⟨1/r⟩ rises by the factor 1/√(1−(Z2 e²/ħc)²), which is 2.0% for Co.

Projectile charge state. A He ion near the surface may still carry an electron. One 1s electron, with ⟨1/r⟩ = 2/a0, adds an attraction to the Co nucleus of 54 hartree, or 22% of V1, before its repulsion from the Co electrons is subtracted. For a hydrogen-like 1s density that repulsion is about 36 hartree, which leaves about 18 hartree, or 7% of V1. The effect on the orbits is not calculated here.

Slowing in the film. The Bethe formula without shell corrections, with a rough mean excitation energy of 270 eV, gives about 0.65 keV/nm. At mid-depth the ion has lost 1.6 keV, and the cross-section, varying as 1/E², is 0.16% larger. This is nearly half the screening correction and has the opposite sign, so it must be treated separately.

Projectile motion and nuclear force. The ratio E_lab/(M1c²) is 0.05%, an order-of-magnitude guide to relativistic changes in the Rutherford formula itself. The distance d is about six times a rough nuclear contact distance of 7 fm, obtained with radii of 1.3 fm times the cube root of the mass number. The Sommerfeld parameter Z1Z2e²/(ħv) is 12, so d is about 24 reduced wavelengths of the relative motion. Classical orbits are then a reasonable approximation, but quantum corrections to the small effects listed here are not calculated.

Vacuum polarisation. At distances well below λ = ħ/(mc) = 386 fm, the repulsion between two nuclei is slightly stronger than C/r. To lowest order C/r is multiplied by 1 + U(r), where

U(r) = [2e²/(3πħc)] ∫₁^∞ exp(−2rt/λ) [1 + 1/(2t²)] [√(t²−1)/t²] dt.

At r = d this gives U = 0.16%. Classical orbits in this potential give a cross-section about 0.41% larger at 2 MeV and θ_lab = 170°. The increase is slightly larger than the screening reduction and has the opposite sign. It also grows with energy, to about 0.61% at 4 MeV, so a measurement at this precision must include it separately.

By these estimates, each of the first three effects changes the correction by at most about 6% of itself, or about 0.02% of the cross-section. For a bare projectile, the model gives a screening reduction of about 0.36% at 2 MeV. This is not the total departure from σ_R, because vacuum polarisation and slowing in the film act in the opposite direction.
